# When series resistance corrupts rate constants from modulated photocurrent spectra

## The problem

An n-type photoanode is held in depletion at fixed applied potential. Light with a small sinusoidal modulation sends a hole flux to its surface. Expressed as a current density, the modulated part of this flux is $J$, and the modulated part of the measured current density is $j$. Surface holes disappear by transfer to the electrolyte, with rate constant $k_t$, or by recombination, with rate constant $k_r$. With time factor $e^{i\omega t}$, anodic current positive and $K=k_t+k_r$, the supplied model is

$$H_0(\omega)=\frac{j}{J}=\frac{k_t+i\omega}{K+i\omega}. \tag{1}$$

Plotted with $\mathrm{Im}\,H$ upward, this is a semicircle in the upper quadrant. It runs from $k_t/K$ at low frequency to 1 at high frequency, and its top lies at $\omega=K$. The rate constants are therefore read as follows: $K$ is the peak frequency, and $k_t/K$ is the low-frequency intercept divided by the high-frequency intercept.

The real cell also has a series resistance $R$ and a space-charge capacitance $C$. Take a germanium electrode with relative permittivity 16, doping $N=10^{17}\ \mathrm{cm^{-3}}$ and steady band bending $\phi_0=0.40$ V, at a thermal voltage $V_T=25.7$ mV. For $\phi_0\gg V_T$, the first integral of Poisson's equation gives a depletion charge $\sqrt{2q\varepsilon N(\phi_0-V_T)}$. Its derivative with respect to $\phi_0$ is

$$C=\sqrt{\frac{q\varepsilon N}{2(\phi_0-V_T)}}=0.174\ \mathrm{\mu F/cm^2}.$$

Let $R=20\ \Omega\,\mathrm{cm^2}$, $k_t=2000\ \mathrm{s^{-1}}$ and $k_r=3000\ \mathrm{s^{-1}}$.

(a) Find the response with $R$ and $C$ included. (b) Locate the arc that appears in the lower quadrant. (c) Are the rate constants read from the upper arc right to 5 %, and up to what resistance?

## A tempting solution

The resistance and capacitance form a low-pass filter with time constant $\tau=RC=3.48\ \mathrm{\mu s}$, so (1) is multiplied by $1/(1+i\omega\tau)$. At the top of the upper arc $\omega\tau=K\tau=0.0174$. There the filter lowers the magnitude by only $(K\tau)^2/2\approx0.015\,\%$ and turns the phase by only 0.017 rad. The rate constants should then be right to about 2 %. A 5 % error would need $K\tau=0.05$, or $R\approx57\ \Omega\,\mathrm{cm^2}$. The lower arc lies at much higher frequency, and discarding the points below the real axis should remove what influence it has.

## Where it fails

The filter factor is correct, under assumptions stated below. The fault is to take a small change in the value of $H$ for an equally small change in the position of its peak. A maximum is flat, so a weak sloping term added to it can move it by much more than the term's own relative size. At given $K$, the smaller $k_r$ is, the lower and flatter the peak, and the larger the shift. Moreover, $k_r$ is obtained by difference, so it also takes up the error of the intercept ratio.

## The response from the charge balances

Let $Q$ be the modulated surface hole charge per area and $\phi$ the modulated band bending. Holes arrive and are consumed:

$$i\omega Q=J-KQ\quad\Rightarrow\quad Q=\frac{J}{K+i\omega}. \tag{2}$$

The current through the space-charge layer has three parts: the holes moving to the surface, the electrons moving there to recombine (opposite sign), and the displacement current:

$$j=J-k_rQ+i\omega C\phi. \tag{3}$$

The applied potential is fixed, so the changes of all voltage drops add to zero. If the Helmholtz capacitance $C_H$ is much larger than $C$, its voltage change can be dropped, leaving $\phi=-Rj$. Inserting this and (2) in (3) gives

$$j(1+i\omega\tau)=J\,\frac{K+i\omega-k_r}{K+i\omega},$$

$$\boxed{H=\frac{k_t+i\omega}{(K+i\omega)(1+i\omega\tau)}} \tag{4}$$

This also assumes that $k_t$ and $k_r$ do not follow the modulated band bending, that each transferred hole passes one charge, and that holes are collected without delay.

The Helmholtz layer can be restored. Its modulated voltage $V_H$ obeys $j=k_tQ+i\omega C_HV_H$. Solve this for $V_H$ and (3) for $\phi$, and insert both in $\phi+V_H+Rj=0$:

$$\frac{j-J+k_rQ}{i\omega C}+\frac{j-k_tQ}{i\omega C_H}+Rj=0.$$

Define $\beta=C_H/(C+C_H)$ and multiply by $i\omega\beta C$, using $\beta C/C_H=1-\beta$:

$$j(1+i\omega R\beta C)=\beta(J-k_rQ)+(1-\beta)k_tQ.$$

With (2), the right side is $J[\beta(k_t+i\omega)+(1-\beta)k_t]/(K+i\omega)$, hence

$$H=\frac{k_t+i\omega\beta}{(K+i\omega)(1+i\omega R\beta C)}.$$

For a rough $C_H=20\ \mathrm{\mu F/cm^2}$, $\beta=0.991$, so (4) is adequate here.

## Locating the lower arc

**Entry into the lower quadrant.** Multiply numerator and denominator of (4) by $(K-i\omega)(1-i\omega\tau)$. The denominator becomes $(K^2+\omega^2)(1+\omega^2\tau^2)>0$. Since $(k_t+i\omega)(K-i\omega)=k_tK+\omega^2+i\omega k_r$, the numerator has the parts

$$\mathrm{Re}:\ k_tK+\omega^2+\omega^2\tau k_r,\qquad
\mathrm{Im}:\ \omega\left[k_r-\tau(k_tK+\omega^2)\right]. \tag{5}$$

The real part is positive, so negative imaginary values lie in the lower right quadrant. The sign changes at

$$\omega_x^2=\frac{k_r}{\tau}-k_tK. \tag{6}$$

At this frequency $k_tK+\omega_x^2=k_r/\tau$, so the real numerator is $(k_r/\tau)(1+\omega_x^2\tau^2)$. Also $K^2+\omega_x^2=K(K-k_t)+k_r/\tau=k_r(K+1/\tau)$. Therefore

$$H(\omega_x)=\frac{k_r/\tau}{k_r(K+1/\tau)}=\frac{1}{1+K\tau}. \tag{7}$$

In the example the crossing is at 4.64 kHz with $H=0.983$. Integrating the balances in time at this frequency also gives 0.983, with a negligible imaginary part.

Equation (6) needs a positive right side. If $\tau\ge k_r/(k_tK)$, there is no upper arc at all. Here that happens at $R=1.72\ \mathrm{k\Omega\,cm^2}$. At this limit $K\tau=k_r/k_t$, which can be far below 1 when recombination is slow. A small $K\tau$ is thus no guarantee that an upper arc exists, let alone that it can be read.

**Shape.** For $K\tau<1$, split (4) into partial fractions. Multiplying by $1+i\omega/K$ and setting $i\omega=-K$ gives the first coefficient. Multiplying by $1+i\omega\tau$ and setting $i\omega=-1/\tau$ gives the second:

$$H=-\frac{k_r}{K(1-K\tau)}\frac{1}{1+i\omega/K}+\frac{1-k_t\tau}{1-K\tau}\,\frac{1}{1+i\omega\tau}.$$

Each fraction $1/(1+iy)$ traces a semicircle of unit diameter below the axis, and the minus sign turns the first one upward. The diameters are 0.611 and 1.011. The observed curve is the sum of the two, and it resembles separate semicircles when $K\tau\ll k_r/K$, so that the lower arc adds little to the upper one near $\omega=K$.

**Extrema.** Let $x=(\omega\tau)^2$, $e=K\tau$ and $g=\tau(k_r-k_tK\tau)$. Then (5) gives

$$\mathrm{Im}\,H=\frac{\sqrt{x}\,(g-x)}{D},\qquad D=(e^2+x)(1+x).$$

Setting the derivative to zero and multiplying by $2\sqrt{x}\,D^2$ gives $(g-3x)D-2x(g-x)D'=0$, where $D'=2x+1+e^2$. Expanded, this is

$$x^3-(1+e^2+3g)x^2-\left[g(1+e^2)+3e^2\right]x+ge^2=0. \tag{8}$$

For $g>0$ the left side is positive at $x=0$, negative at $x=g$ (where it equals $-2g[g^2+(1+e^2)g+e^2]$) and positive at large $x$. One root below $g$ is the upper peak, and one above $g$ is the lower minimum. In the example they lie at 753 Hz and 46.7 kHz.

A simple form of the minimum follows for $K\tau\ll1$. At $\omega\gg K$, $H_0=1-k_r/(K+i\omega)\approx1+ik_r/\omega$. With $y=\omega\tau$ and $\rho=k_r\tau$,

$$\mathrm{Im}\,H\approx\frac{-y+\rho/y}{1+y^2}.$$

Its derivative vanishes when $y^2-1-3\rho-\rho/y^2=0$. To first order in $\rho$ this means $y^2=1+4\rho$, so

$$\omega_{\min}\approx\frac{1+2k_r\tau}{\tau},\qquad \mathrm{Im}\,H_{\min}\approx-\frac{1-k_r\tau}{2}.$$

The depth may be evaluated at $y=1$, because a first-order shift changes a minimum only in second order. The result is 46.7 kHz and $-0.495$, in agreement with the full response at the digits shown. The lower arc therefore measures $RC$, with only a small correction from the surface kinetics.

## The error in the rate constants

**Peak shift.** Near $\omega=K$, replace the filter factor by $1-i\omega\tau$. To first order in $\tau$,

$$\mathrm{Im}\,H\approx\frac{k_r\omega}{K^2+\omega^2}-\tau\,\frac{\omega(k_tK+\omega^2)}{K^2+\omega^2}.$$

The first term has derivative $k_r(K^2-\omega^2)/(K^2+\omega^2)^2$. At $\omega=K(1+\delta)$ with small $\delta$ this is $-k_r\delta/(2K^2)$. For the second term, the quotient rule at $\omega=K$ gives

$$\tau\,\frac{(k_tK+3K^2)\,2K^2-K^2(k_t+K)\,2K}{4K^4}=\tau.$$

The total slope is zero when $-k_r\delta/(2K^2)-\tau=0$, so

$$\delta=-\frac{2K^2\tau}{k_r}. \tag{9}$$

This exceeds $K\tau$ in size by the factor $2K/k_r$, which is at least 2. The estimate needs $|\delta|\ll1$, that is $K\tau\ll k_r/K$, a stronger condition than $K\tau\ll1$.

**Reading both constants.** The high-frequency intercept is now the crossing (7). Dividing the low-frequency intercept by it gives $(k_t/K)(1+K\tau)$, which is too large. Multiplied by the shifted peak frequency, this has relative error

$$\frac{\Delta k_t}{k_t}\approx\delta+K\tau=-K\tau\,\frac{k_r+2k_t}{k_r}. \tag{10}$$

The apparent recombination constant is

$$K(1+\delta)\left[1-\frac{k_t}{K}(1+K\tau)\right]=(1+\delta)(k_r-k_tK\tau),$$

so that

$$\frac{\Delta k_r}{k_r}\approx\delta-\frac{k_tK\tau}{k_r}=-K\tau\,\frac{2k_r+3k_t}{k_r}. \tag{11}$$

Both constants come out too small, and $k_r$ suffers more. For $R=20\ \Omega\,\mathrm{cm^2}$, (11) gives $-0.0174\times12000/3000=-7.0\,\%$, and (10) gives $-4.1\,\%$. The full peak from (8), $4734\ \mathrm{s^{-1}}$, gives

$$k_t:\ 4734\times0.400\times1.0174=1927\ \mathrm{s^{-1}},\qquad k_r:\ 4734-1927=2807\ \mathrm{s^{-1}}.$$

With the other parameters fixed, the full reading changes with resistance as follows:

| $R$ ($\Omega\,\mathrm{cm^2}$) | error of $k_t$ | error of $k_r$ |
|---|---|---|
| 5 | −1.0 % | −1.7 % |
| 20 | −3.7 % | −6.4 % |
| 100 | −13.6 % | −25.1 % |

**The limit.** For an allowed relative error $\eta$ in $k_r$, (11) requires

$$\tau<\frac{\eta\,k_r}{K(2k_r+3k_t)},\qquad\text{or}\qquad \frac{1}{K\tau}>\frac{2k_r+3k_t}{\eta\,k_r}. \tag{12}$$

To leading order $1/(K\tau)$ is the frequency ratio of the lower minimum to the upper peak, so it can be estimated from the plot. For $\eta=0.05$ the ratio must be about 80, $\tau$ must stay below $2.5\ \mathrm{\mu s}$, and $R$ below $14.4\ \Omega\,\mathrm{cm^2}$. Without the small-$\tau$ expansion, the resistance limit is 15.3. The answer to (c) is therefore no: at $20\ \Omega\,\mathrm{cm^2}$ the 5 % limit is exceeded in $k_r$.

Two cases show the range of (12). If recombination dominates, the required ratio tends to $2/\eta=40$. If transfer dominates, it grows as $3k_t/(\eta k_r)$: efficient electrodes, with their small upper arcs, demand the widest separation.

## Least-squares fits and the cure

Suppose the supplied model, with free amplitude, is fitted to data that follow (4). For small $\tau$ the misfit is $-i\omega\tau H_0$. The fit absorbs as much of it as changes of amplitude, $k_t$ and $k_r$ can imitate. For $\omega\gg K$, $\partial H_0/\partial k_r=-(k_t+i\omega)/(K+i\omega)^2\approx i/\omega$. The pull of one data point on $k_r$, with the other parameters fixed, is

$$\mathrm{Re}\left[\left(\frac{i}{\omega}\right)^{*}(-i\omega\tau)\right]=-\tau.$$

It is negative and, as long as $\omega\tau\ll1$, does not fade with frequency, while the point's own sensitivity to $k_r$, $|i/\omega|^2$, does. Extending the data upward should therefore make $k_r$ worse.

Fits with all three parameters free confirm this for noise-free data from 10 Hz upward, with 20 points per decade, equal weights and $R=20\ \Omega\,\mathrm{cm^2}$. Up to 3 kHz, the errors are $-5.9\,\%$ in $k_t$ and $-9.7\,\%$ in $k_r$. Up to 30 kHz, they are $-18.6\,\%$ and $-27.2\,\%$. The resistances that keep both errors within 5 % are 10.0 and $4.0\ \Omega\,\mathrm{cm^2}$.

The first window ends below the crossing at 4.64 kHz, so it contains no point of the lower arc. Discarding the lower quadrant does not remove the error, and this fit does worse than the graphical reading. The limit (12) belongs to the graphical reading; a fit has its own, set by window and weights.

The cure is to measure through the lower arc and fit $\tau$ too. This was tried on computed data up to 200 kHz that included finite $C_H$ and the response of recombination to band bending, both absent from (4). The fit returned $k_t=2017$ and $k_r=2980\ \mathrm{s^{-1}}$, within 1 % of the true values. This holds for weak light, here a steady photogenerated flux of $10\ \mathrm{\mu A/cm^2}$. The fit ignores the feedback. At a steady hole flux of $1\ \mathrm{mA/cm^2}$ the fitted $k_r$ would be about 6 % too small for $C_H=20\ \mathrm{\mu F/cm^2}$, but about 20 % too large for $10\ \mathrm{\mu F/cm^2}$ and 19 % too small for $40\ \mathrm{\mu F/cm^2}$. The feedback through $R$ lowers the fitted $k_r$ and that through the Helmholtz layer raises it, so the small error at $20\ \mathrm{\mu F/cm^2}$ is a partial cancellation and not a sign that the fit can be trusted in strong light. These figures keep $k_t$ fixed. If it followed the Helmholtz voltage as $e^{V_H/2V_T}$, the fitted $k_t$ at $1\ \mathrm{mA/cm^2}$ and $20\ \mathrm{\mu F/cm^2}$ would also be about 20 % too large.

One ambiguity remains if the hole flux is unknown. Because $(K+i\omega)(1+i\omega\tau)=K\tau\,(1/\tau+i\omega)(1+i\omega/K)$, the roles of $K$ and $1/\tau$ can be exchanged if the flux is multiplied by $1/(K\tau)$, here 57. A rough flux calibration or a separate value of $RC$ decides between them.

## The germanium electrode and the model's limits

The material values are rough typical ones; the rate constants are round choices, not measured germanium values. The assumption most at risk is one charge per hole, since anodic dissolution of germanium can inject electrons. If 0.1 electron were injected per transferred hole, the graphical $k_t$ at $20\ \Omega\,\mathrm{cm^2}$ would rise by 9.6 % and $k_r$ fall by 7.2 %, relative to the reading without injection. This is as large as the resistance error, and 0.1 is only an example: germanium can inject considerably more. The error grows almost in proportion up to about 0.5 electron per hole ($+46\,\%$ and $-36\,\%$); at 1 it is $+82\,\%$ and $-72\,\%$, and near 1.5 the upper arc disappears. Fitting $\tau$ does not cure it: the injected electrons add $0.1k_tQ$ to (3), which changes the numerator of (4) to $1.1k_t+i\omega$ and leaves the denominator as it was, so the fit returns $1.1k_t$ in place of $k_t$.

Finite $C_H$ and recombination feedback together change the two readings by $+0.9\,\%$ and $-0.6\,\%$ at a steady photogenerated flux of $10\ \mathrm{\mu A/cm^2}$. The feedback is proportional to the steady surface hole charge and so grows with light intensity.

Thermally generated holes carry no modulation, but they add to this steady charge. Their flux is about $1.7\ \mathrm{\mu A/cm^2}$ at 298 K but about $16\ \mathrm{\mu A/cm^2}$ at 323 K, more than the light supplies, so at fixed rate constants the feedback also grows with temperature. These are saturation values, and so upper limits: they are reached only if the surface holes do not return to the bulk. The holes are assumed to sit in surface states. If all were free, their density near the surface would be about half the doping, but in so thin a layer that their charge would be only about 2 % of the depletion charge, and $C$, taken at fixed hole charge, would change little. The model would still fail in another way: at this small band bending free holes diffuse back into the bulk. With a rough hole diffusivity of $50\ \mathrm{cm^2/s}$ and a lifetime of $20\ \mathrm{\mu s}$, this loss has a rate of about $1000\ \mathrm{s^{-1}}$ at 298 K and $3000\ \mathrm{s^{-1}}$ at 323 K, comparable to $k_r$, and it would be read as part of $k_r$.

At 298 K the band bending is below the inversion threshold of 0.44 V, though not by much; at 323 K the threshold falls to about 0.40 V and the margin is gone. The bending is also only 0.6 of the gap, so the bands do not overlap for interband tunnelling, and a carrier crossing the layer cannot gain enough energy for impact ionization. The remaining values are in the numerical output.

## Computed values

```
Temperature 298.15 K; thermal voltage 25.69 mV
Ge: eps_r 16, doping 1.0e+17 cm^-3, bending 0.40 V
Rough Ge gap 0.66 eV; n_i 2.0e+13 cm^-3; N_c 1.0e+19 cm^-3
Rough hole D 50 cm2/s, lifetime 20 us
Rough absorption coefficient 5.0e+05 cm^-1
Photogenerated flux 10.0 uA/cm2; C_H 20 uF/cm2
kt 2000 s^-1; kr 3000 s^-1; K 5000 s^-1
Series resistance 20.0 ohm cm2
Depletion width 81.4 nm; peak field 0.0920 MV/cm
Space-charge capacitance 0.1741 uF/cm2
tau 3.482 us; K*tau 0.01741; kr*tau 0.01045
Low-frequency intercept 0.4000
Upper peak: 4734.0 s^-1 = 753.4 Hz
Upper peak height Im H 0.2882
Crossing: 29180 s^-1 = 4644 Hz; H 0.98289
Crossing by time integration: Re 0.98289, Im -8.5e-10
Lower minimum: 293128 s^-1 = 46.65 kHz
H at lower minimum: Re 0.4947, Im -0.4948
First-order minimum: 46.66 kHz, Im -0.4948
Semicircle diameters: upper 0.6106, lower 1.0106
R 5 ohm cm2: read K 4929, kt 1980, kr 2949 s^-1
  errors: kt -0.99 %, kr -1.70 %
R 20 ohm cm2: read K 4734, kt 1927, kr 2807 s^-1
  errors: kt -3.67 %, kr -6.42 %
R 100 ohm cm2: read K 3976, kt 1729, kr 2247 s^-1
  errors: kt -13.57 %, kr -25.10 %
First-order errors at R 20: kt -4.06 %, kr -6.96 %
Chosen error tolerance 5 %
Graphical R limit: full 15.30, first order 14.36 ohm cm2
First-order tau limit 2.500 us
Arc frequency ratio at limit: full 79.6, first order 80.0
Upper arc vanishes at R 1723 ohm cm2
Fits: 10 Hz to upper limit, 20 points per decade, equal weights
Fit to 3 kHz, R 20: kt -5.94 %, kr -9.72 %
  R limit for both constants 9.97 ohm cm2
Fit to 30 kHz, R 20: kt -18.58 %, kr -27.22 %
  R limit for both constants 4.01 ohm cm2
Fit with tau to 200 kHz: kt 2017.4, kr 2979.9 s^-1
  fitted tau 3.434 us; amplitude 0.9860
Pole exchange needs flux multiplied by 57.4
Neglected effects, change of graphical kt and kr:
  finite C_H: 0.87 %, -0.57 %
  C_H and recombination feedback: 0.89 %, -0.63 %
  0.1 electron injected per hole: 9.60 %, -7.20 %
Dark hole flux 1.67 uA/cm2 at 298.15 K
Dark hole flux 15.89 uA/cm2 at 323.15 K
Inversion threshold 0.438 V; bending/gap 0.606
Hole density/doping if all surface holes were free 0.521
Doping/N_c 0.010; collection loss at 1/tau 2.6e-06
```
